# Null-Collision Sampling of Free Flights for an Accelerating Electron, part 2

An electron moves through a gas of fixed atoms with number density $n$. Its flight time $T$ is sampled by the null-collision method. Time $t$ runs from the last real collision, and the path between real collisions is deterministic. SI units apply unless others are given; $m$ is the electron mass and $\epsilon_0$ the vacuum permittivity. For collisions of kind $j$ with cross section $\sigma_j$, the frequencies at velocity $\mathbf v(t)$ are

$$
\nu_j(t)=n\,\sigma_j\big(|\mathbf v(t)|\big)\,|\mathbf v(t)|,\qquad
\nu(t)=\sum_j\nu_j(t). \tag{1}
$$

The accumulated hazard is $H(t)=\int_0^t\nu(s)\,ds$, and the survival probability is $S(t)=P(T>t)=e^{-H(t)}$.

Candidate times come at a constant rate $\nu'$, the bounding frequency, chosen so that

$$
\nu(t)\le\nu'\quad\text{at every time the flight can reach}. \tag{5}
$$

A candidate is accepted as a real collision of kind $j$ with probability $\nu_j/\nu'$. Otherwise it is a null event, which leaves position and velocity unchanged, and the flight continues. All random numbers are independent. The theorem states that, under these conditions, the first accepted time and its kind have the physical joint density

$$
f_j(t)=\nu_j(t)\exp\left[-\int_0^t\nu(s)\,ds\right], \tag{7}
$$

whatever the allowed $\nu'$. The probability $Q(t)$ that no candidate has been accepted up to $t$ equals $S(t)$ and satisfies

$$
Q(t)=e^{-\nu't}+\int_0^t[\nu'-\nu(s)]\,Q(s)\,e^{-\nu'(t-s)}\,ds . \tag{9}
$$

Proposition 1 states that, if $H(\infty)=\infty$ and the mean flight time $\langle T\rangle$ is finite, the mean number of candidates per real collision, with $K$ the number of null events, is

$$
\langle K+1\rangle=\nu'\langle T\rangle . \tag{10}
$$

The mean flight time is

$$
\langle T\rangle=\int_0^\infty S(t)\,dt . \tag{11}
$$

The next result, whose proof follows, concerns a violation of (5).

### Proposition 2 (a bound that is too low)

*If $\nu$ exceeds $\nu'$ on part of the path and every candidate there is accepted, the simulated survival probability is*

$$
S_{\rm low}(t)=\exp\left[-\int_0^t\min\big(\nu(s),\nu'\big)\,ds\right]. \tag{12}
$$

**Proof.** The acceptance probability is now $\min(\nu,\nu')/\nu'$. This is the correct acceptance probability for a process of frequency $\min(\nu,\nu')$, which satisfies the bound. The theorem applied to that process gives (12). $\square$

Because $\nu-\min(\nu,\nu')=\max(\nu-\nu',0)$, the ratio to the true survival probability is

$$
\frac{S_{\rm low}(t)}{S(t)}=\exp\left[\int_0^t\max(\nu-\nu',0)\,ds\right]\ge1 .
$$

Flights become too long, since collisions cannot be generated faster than candidates arrive. Checking the bound at the start of the flight is insufficient when acceleration can carry the electron into a region of larger $\nu$.

A different error is to keep the initial frequency during the whole flight. The survival probability is then $e^{-\nu(0)t}$, with mean time $1/\nu(0)$. If $\nu$ rises along the path, this too makes flights too long.

### Proposition 3 (closed form in a uniform field)

Let the force on the electron point along $+z$ and have constant magnitude $eE$, with $e>0$ the elementary charge and $E$ the magnitude of the field. The motion is along $z$, with signed velocity $v$, acceleration $a=eE/m$ and kinetic energy $\varepsilon=mv^2/2$. Let $\sigma=\sum_j\sigma_j$ and define

$$
G(\varepsilon)=\frac{n}{eE}\int_0^\varepsilon\sigma(\varepsilon')\,d\varepsilon' .
$$

*For an initial velocity $v_0\ne0$ and energy $\varepsilon_0$,*

$$
H(t)=\operatorname{sgn}(v)\,G(\varepsilon)-\operatorname{sgn}(v_0)\,G(\varepsilon_0). \tag{13}
$$

**Proof.** The energy changes at the rate $d\varepsilon/dt=mv\,dv/dt=mva=eEv$. While $v$ keeps its sign,

$$
\frac{d}{dt}\left[\operatorname{sgn}(v)G(\varepsilon)\right]
=\operatorname{sgn}(v)\,\frac{n\sigma}{eE}\,eEv=n\sigma|v|=\nu .
$$

At a turning point $\varepsilon=0$ and $G(0)=0$, so the change of sign causes no jump. Integration from the start gives (13). $\square$

For an electron launched along the force, $H=G(\varepsilon)-G(\varepsilon_0)$. For one launched against it, $H=G(\varepsilon_0)-G(\varepsilon)$ before the turn and $H=G(\varepsilon_0)+G(\varepsilon)$ after it. The hazard increases in both stages, as it must.

### Worked example: parameters

The pressure is 100 mTorr, the gas temperature 300 K and the field 20 V/cm. These are plausible magnitudes near the plasma-side edge of a radio-frequency sheath in a capacitive argon reactor. The field is taken as uniform to keep the example simple; near a real sheath edge it can change appreciably over a few millimetres or less. The electron starts at 1 eV along the force. The ideal-gas law gives $n=3.2188\times10^{21}\ \mathrm{m^{-3}}$.

The cross sections are round model functions, not argon data. With $x=\varepsilon/\varepsilon_p$ and $y=\varepsilon/\varepsilon_{\rm th}$,

$$
\sigma_{\rm el}=\sigma_p\frac{2x}{1+x^2},\qquad
\sigma_{\rm in}=\sigma_i\frac{\ln y}{y}\quad(y>1),
$$

and $\sigma_{\rm in}=0$ for $y\le1$. The parameters are $\sigma_p=16\times10^{-20}\ \mathrm{m^2}$, $\sigma_i=8\times10^{-20}\ \mathrm{m^2}$ and $\varepsilon_p=\varepsilon_{\rm th}=12$ eV. The elastic cross section peaks at $x=1$ with value $\sigma_p$. The inelastic channel stands for excitation and ionization together.

At high energy $\sigma_{\rm el}$ falls as $1/\varepsilon$ and $\sigma_{\rm in}$ as $\ln\varepsilon/\varepsilon$. Multiplication by the speed, proportional to $\sqrt\varepsilon$, leaves quantities that tend to zero. The model frequency therefore has a finite maximum over all energies. Numerically it is $1.464\times10^9\ \mathrm{s^{-1}}$, at 27.3 eV. The bound $\nu'=1.50\times10^9\ \mathrm{s^{-1}}$ lies 2.4% above this maximum. A constant cross section would have no such bound, because $\nu$ would grow with speed; one would then need a limit on the reachable energy.

### The exact law for these numbers

With energies in eV and $E=2000$ V/m, the factor $e$ cancels. The elastic integral is $\sigma_p\varepsilon_p\int_0^x2x'/(1+x'^2)\,dx'=\sigma_p\varepsilon_p\ln(1+x^2)$. Above threshold the inelastic integral is $\sigma_i\varepsilon_{\rm th}\int_1^y(\ln y'/y')\,dy'=\sigma_i\varepsilon_{\rm th}(\ln y)^2/2$. Thus

$$
G=K_{\rm el}\ln(1+x^2)+K_{\rm in}(\ln y)^2,
$$

with the second term absent below threshold, and

$$
K_{\rm el}=\frac{n\sigma_p\varepsilon_p}{E}=3.09,\qquad
K_{\rm in}=\frac{n\sigma_i\varepsilon_{\rm th}}{2E}=0.773 .
$$

Since $G$ grows without limit, every model flight ends with probability one. At high energy $\ln(1+x^2)\simeq2\ln x$, so the elastic part makes $S$ fall at least as fast as $\varepsilon^{-2K_{\rm el}}=\varepsilon^{-6.18}$. There $\varepsilon$ grows as $t^2$, so the integral (11) converges.

At 6 eV, $x=0.5$, while $x_0=1/12$. The survival probability is

$$
S=\left(\frac{1+x_0^2}{1+x^2}\right)^{K_{\rm el}}
=\left(\frac{1.00694}{1.25}\right)^{3.09}=0.513 .
$$

The start speed is $5.931\times10^5$ m/s and the acceleration is $3.518\times10^{14}\ \mathrm{m/s^2}$. The time to reach 6 eV is

$$
t=\frac{5.931\times10^5(\sqrt6-1)}{3.518\times10^{14}}\ \mathrm{s}=2.44\ \mathrm{ns}.
$$

| Energy (eV) | $t$ (ns) | $\nu/\nu'$ | $S$, exact | $S$, simulated |
|---:|---:|---:|---:|---:|
| 1 | 0.00 | 0.034 | 1.000 | 1.000 |
| 6 | 2.44 | 0.399 | 0.513 | 0.514 |
| 12 | 4.15 | 0.705 | 0.120 | 0.121 |
| 20 | 5.85 | 0.943 | 0.0137 | 0.0138 |

The simulation used 400,000 flights. Half of all flights end before 2.49 ns, at an energy below 6.12 eV. The corresponding path is $(6.12-1)\ \mathrm{eV}/(e\times2000\ \mathrm{V/m})=2.56$ mm. The mean time is 2.586 ns from (11) and 2.589 ns from the simulation.

Proposition 1 gives $1.50\times10^9\times2.586\times10^{-9}=3.88$ candidates per collision. Doubling the bound gives 7.76. The simulated means are 3.88 and 7.76.

### One history

The following history was selected because it contains three null events.

| $t$ (ns) | Energy (eV) | Acceptance | Draw | Event |
|---:|---:|---:|---:|---|
| 0.909 | 2.37 | 0.119 | 0.662 | null |
| 1.342 | 3.23 | 0.183 | 0.845 | null |
| 2.476 | 6.09 | 0.406 | 0.904 | null |
| 2.976 | 7.65 | 0.510 | 0.146 | real |

Each draw is compared with the acceptance probability at that candidate's own energy. The electron continues to gain energy through the null events. The real collision is elastic, since 7.65 eV is below the inelastic threshold. The sampled flight time is 2.976 ns, not the last increment of 0.500 ns.

### Tests of the distributions

Agreement of means does not establish agreement of distributions. A stronger comparison uses the largest difference between the simulated and predicted distribution functions, multiplied by the square root of the number of samples. For a correct continuous law and a large sample, this scaled gap exceeds 2.2 with probability near $10^{-4}$; that value was the test limit.

The gap was 0.90 for the chosen bound and 0.96 for the doubled bound. It was 0.57 for an electron launched at 8 eV against the force, which slows, turns and speeds up again. This last case tests a frequency that does not vary monotonically. Numerical solution of the integral equation (9) reproduced $S$ with a largest absolute error of $4.0\times10^{-8}$.

The kinds of collision were tested as well. Integrating $\nu_{\rm in}S$ predicts that 0.97% of flights end inelastically; the simulation gave 0.99%. The times of these collisions had a scaled gap of 0.78. The fraction is small partly because just 12% of flights reach the threshold.

With the bound lowered to $5.0\times10^8\ \mathrm{s^{-1}}$, law (12) predicts a mean time of 3.037 ns, 17% above the correct mean. The simulation gave 3.045 ns. Its scaled gap was 1.32 from (12), within the limit, but 67 from the correct law. The simulated mean exceeds that of (12) by 0.3%, or 2.4 standard errors. This is unusual for a single run but compatible with sampling scatter.

Keeping the initial frequency, $5.056\times10^7\ \mathrm{s^{-1}}$, gives a mean time of 19.8 ns. This is 7.6 times the correct mean, because the frequency rises strongly during the flight.

### Comparison with a real reactor

The pressure and temperature are plausible for a capacitive reactor, though the gas may be hotter. The field is low compared with the several hundred V/cm that can occur deeper in a sheath. Real argon has a deep minimum in its elastic cross section at a few tenths of an eV, absent from the model, and separate thresholds for excitation and ionization. The calculated flight times are thus properties of the model, not predictions for a measured discharge.

For a flight that starts at the crest of the oscillating field, the assumption of a uniform field gives the largest of the corrections estimated here when the field changes over a few millimetres. When it changes over a centimetre, the shape of the cross section and the gas temperature can matter as much or more. If the field falls linearly from 20 V/cm to zero over 1 cm, the mean flight time rises by 6.6%. The rise depends strongly on this length: it is 44% for 0.3 cm and 120% for 0.15 cm. Such short lengths are realistic near a sheath edge. For electrons in Boltzmann equilibrium at a temperature of 3 eV, a field of 20 V/cm means that their density changes by a factor $e$ (here the base of natural logarithms) over 1.5 mm, which is less than the median path of 2.56 mm. The uniform field is thus a simplification of the model, not a good approximation to a real sheath edge. A uniform field varying as a cosine at 13.56 MHz, starting at its crest, raises the mean flight time by 0.4%. In both cases the electron gains speed more slowly and reaches the region of high collision frequency later. The change depends on the starting phase. It is smaller still, 0.15%, for a start 6° before the crest, because a typical flight then spans the crest and the field stays close to its peak. With the same peak field, a flight that starts 30° after the crest has a mean time 12% longer than in the constant field, and one that starts 60° after it takes about twice as long. Neglecting the variation in time is therefore a good approximation only for flights that start near the crest. Halving the cross section below 2 eV raises the mean by 2.7%. This figure depends on where the halving stops: it is about 6% for 3 eV and about 10% for 4 eV. The momentum-transfer cross section of real argon is roughly half the model value over the range from 1 to 4 eV, so 2.7% understates the effect of the low-energy shape for argon. A gas at 400 K and the same pressure, with three quarters of the density, raises the mean by 15%. Each change was made alone, with the other settings fixed.

Coulomb collisions can be estimated from small deflections by fixed charges. Passing a charge at distance $b$ with speed $v$ turns the electron by $\theta=2e^2/(4\pi\epsilon_0mbv^2)$. The fractional loss of forward momentum is $1-\cos\theta\simeq\theta^2/2$. Summing over encounters gives

$$
\nu_C=n_ev\int2\pi b\,\frac{\theta^2}{2}\,db
=\frac{n_ee^4\ln\Lambda}{4\pi\epsilon_0^2m^2v^3},
$$

where $n_e$ is the number density of the fixed charges, each of magnitude $e$, and $\ln\Lambda=\int db/b$. For $n_e=10^{10}\ \mathrm{cm^{-3}}$ and $\ln\Lambda=10$, this is 0.8% of the gas collision frequency at the start. The thermal speed of an argon atom is $7.3\times10^{-4}$ of the electron's start speed, so treating the atoms as fixed is a good approximation here.

The changes of field and cross section alter the path or the function $\nu(t)$. They leave the theorem intact, provided that the altered frequency is evaluated along the altered path and remains below $\nu'$. The complete numerical output follows.

## Computed values

```
inputs: 100 mTorr, 300 K, 20 V/cm, start 1.0 eV
elastic model: peak 16e-20 m2 at 12 eV
inelastic model: prefactor 8e-20 m2, threshold 12 eV
gas density: 3.2188e+21 m^-3
start speed: 5.9310e+05 m/s; acceleration: 3.5176e+14 m/s2
collision frequency at start: 5.0558e+07 s^-1
largest collision frequency: 1.4642e+09 s^-1 at 27.28 eV
chosen bound: 1.50e+09 s^-1; larger bound: 3.00e+09 s^-1
energy eV | time ns | frequency s^-1 | acceptance | S exact | S simulated
  1.0 | 0.000 | 5.056e+07 | 0.0337 | 1.0000 | 1.0000
  3.0 | 1.234 | 2.490e+08 | 0.1660 | 0.8471 | 0.8474
  6.0 | 2.444 | 5.986e+08 | 0.3990 | 0.5127 | 0.5137
  9.0 | 3.372 | 8.797e+08 | 0.5865 | 0.2573 | 0.2583
 12.0 | 4.155 | 1.058e+09 | 0.7054 | 0.1200 | 0.1206
 20.0 | 5.854 | 1.415e+09 | 0.9431 | 0.0137 | 0.0138
mean flight time: exact 2.5861 ns, simulated 2.5887 ns
median flight: 2.4852 ns, 6.121 eV, 2.560 mm
inelastic fraction: exact 0.00971, simulated 0.00987
candidates per collision, chosen bound: exact 3.8792, simulated 3.8777
candidates per collision, larger bound: exact 7.7584, simulated 7.7643
simulated flights per case: 400000
scaled KS gap (limit 2.2): chosen 0.90, larger 0.96
scaled KS gap: inelastic times 0.78, 8 eV start against force 0.57
integral equation, largest error in S: 4.0e-08
bound too low (5.0e+08 s^-1): mean 3.0452 ns, clipped law 3.0372 ns
bound too low, scaled KS gap: clipped law 1.32, exact law 67.2
frozen initial frequency: mean 19.779 ns, scaled KS gap 464.7
one history, selected to have three nulls:
  t 0.9091 ns, energy 2.369 eV, acceptance 0.1191, draw 0.6622: null
  t 1.3424 ns, energy 3.226 eV, acceptance 0.1834, draw 0.8451: null
  t 2.4757 ns, energy 6.093 eV, acceptance 0.4058, draw 0.9039: null
  t 2.9762 ns, energy 7.646 eV, acceptance 0.5104, draw 0.1455: real
neglected, field falling to zero over 1 cm: mean time +6.62 %
neglected, 13.56 MHz cosine field from its crest: mean time +0.39 %
neglected, cross section halved below 2 eV: mean time +2.72 %
neglected, Coulomb/gas frequency at start: 0.76 % (density 1e+10 cm^-3, log 10)
neglected, argon thermal speed/electron start speed: 7.30e-04
```
